\section*{Separating metal-induced gap states from numerical broadening by extrapolation}

\section{A density that refuses to decay}

A metal touches a semiconductor, and the Fermi level lies in the gap. Metal wave functions at that energy cannot propagate in the semiconductor, but they leak into it with an exponential tail. The density of states carried by these tails is that of the metal-induced gap states. It can hold charge and so influences the barrier height.

A surface Green-function calculation finds this density from
\begin{equation}
A(m,\eta)=-\frac1\pi\,\mathrm{Im}\,\mathrm{Tr}\,G_{mm}(E+i\eta),
\label{A}
\end{equation}
where $m$ numbers the unit cells from the contact, $G=(E+i\eta-H)^{-1}$, and $\eta>0$ is a small imaginary energy. Near the contact $A$ falls with depth, as expected. Farther in, it settles on a constant floor, although a perfect semiconductor has no states there. The question is how much of $A$ is real at each depth.

\section{One level, by hand}

Take a single semiconductor level at distance $d$ from $E$. Let a metal with a broad, featureless band give it a width $\Gamma$, so that $G=1/(d+i\eta+i\Gamma)$. Then
\begin{equation}
A(\eta)=f(\Gamma+\eta),\qquad f(y)=\frac1\pi\frac{y}{d^2+y^2}.
\end{equation}
The genuine density is $f(\Gamma)\approx\Gamma/(\pi d^2)$ for $\Gamma\ll d$. Without the metal, $\Gamma=0$, the formula still returns
\begin{equation}
f(\eta)=\frac{\eta}{\pi d^2}-\frac{\eta^3}{\pi d^4}+\dots
\end{equation}
This is the Lorentzian tail of a level that lies elsewhere. At a single $\eta$ the two contributions look alike: $\eta$ enters exactly as $\Gamma$ does. They differ when $\eta$ is changed, because one stays and the other is proportional to $\eta$.

One remedy is to subtract the result without metal. To first order in $\eta$,
\begin{equation}
f(\Gamma+\eta)-f(\eta)=f(\Gamma)+\eta\,[f'(\Gamma)-f'(0)].
\end{equation}
Here $f'(y)=(d^2-y^2)/[\pi(d^2+y^2)^2]$, which for small $y$ is $(1-3y^2/d^2)/(\pi d^2)$. The remaining error is $-3\Gamma^2\eta/(\pi d^4)$, or $-3\Gamma\eta/d^2$ relative to the genuine density. It is small but still linear in $\eta$, since the contact changes the slope as well as the intercept.

The other remedy uses two values of $\eta$:
\begin{equation}
2f(\Gamma+\eta)-f(\Gamma+2\eta)=f(\Gamma)-\eta^2f''(\Gamma)+\dots
\end{equation}
The linear term cancels whatever its slope. The same two ideas carry over to the full contact.

\section{The general expansion}

Suppose that $G_{mm}(z)$, known for $\mathrm{Im}\,z>0$, continues analytically through the real axis at $E$. This holds when $E$ lies inside the metal band, away from its edges and the semiconductor's, and no bound level sits at $E$. With $G\equiv\mathrm{Tr}\,G_{mm}(E+i0)$ and primes for $d/dE$,
\begin{equation}
\mathrm{Tr}\,G_{mm}(E+i\eta)=G+i\eta G'-\tfrac12\eta^2G''-\tfrac i6\eta^3G'''+\dots
\end{equation}
Since $\mathrm{Im}(iX)=\mathrm{Re}\,X$, equation (\ref{A}) becomes
\begin{align}
A(m,\eta)&=A_0+s\eta+b\eta^2+c\eta^3+\dots,\label{series}\\
A_0=-\frac{\mathrm{Im}\,G}{\pi},\quad s&=-\frac{\mathrm{Re}\,G'}{\pi},\quad b=\frac{\mathrm{Im}\,G''}{2\pi},\quad c=\frac{\mathrm{Re}\,G'''}{6\pi}.\nonumber
\end{align}
The intercept $A_0(m)$ is the genuine induced density.

Deep in the bulk the trace is $g(E)=\langle\sum_j (E-E_{jk})^{-1}\rangle$, where $j$ runs over the bands and the brackets average over $k$. In the gap no denominator vanishes, so $g$ and its derivatives are real. Hence $A_0=b=0$ and
\begin{equation}
A_{\rm b}(\eta)=F\eta-F_3\eta^3+\dots,\quad
F=\frac1\pi\Big\langle\sum_j\frac1{(E-E_{jk})^2}\Big\rangle,\quad
F_3=\frac1\pi\Big\langle\sum_j\frac1{(E-E_{jk})^4}\Big\rangle .
\label{floor}
\end{equation}
The floor is linear in $\eta$ while $\eta$ is small against the distance from $E$ to the nearest band edge.

\section{A contact that can be solved}

Let the semiconductor be a chain with levels $-\Delta,+\Delta,-\Delta,\dots$ and hopping $-t$. Two sites form a cell of length $a$, and midgap is the energy zero. The metal is a chain with level $\varepsilon_m$ and hopping $-t_m$, joined to the first semiconductor site by $-t_c$.

\subsection{Slope of the floor}

The Bloch matrix has diagonal $\mp\Delta$ and off-diagonal element $-t(1+e^{-i\theta})$ with $\theta=ka$. Its eigenvalues are $\pm E_k$, where $E_k^2=\Delta^2+2t^2(1+\cos\theta)$. The two bands together give $1/(E-E_k)+1/(E+E_k)=2E/(E^2-E_k^2)$. With $W=\Delta^2-E^2>0$,
\begin{equation}
g(E)=-2E\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{1}{\alpha+\beta\cos\theta},\qquad \alpha=W+2t^2,\quad \beta=2t^2 .
\end{equation}
Setting $w=e^{i\theta}$ turns the integral into $\frac{1}{2\pi i}\oint 2\,dw/(\beta w^2+2\alpha w+\beta)$ around the unit circle. The pole inside is $w_0=(-\alpha+\sqrt{\alpha^2-\beta^2})/\beta$, with residue $2/(2\beta w_0+2\alpha)=1/\sqrt{\alpha^2-\beta^2}$. Therefore
\begin{equation}
g(E)=-\frac{2E}{\sqrt P},\qquad P=\alpha^2-\beta^2=W(W+4t^2).
\end{equation}
Because $dW/dE=-2E$, we have $P'=-4E(W+2t^2)$, and $F=-g'/\pi$ is
\begin{equation}
F=\frac1\pi\left[\frac{2}{P^{1/2}}+\frac{4E^2(W+2t^2)}{P^{3/2}}\right].
\label{F}
\end{equation}
At midgap it reduces to $2/(\pi\Delta\sqrt{\Delta^2+4t^2})$. Near a band edge $W\to0$ and $F$ diverges as $W^{-3/2}$, so the floor is worst there and its linear range shortest.

\subsection{Decay of the genuine part}

In the gap, let the amplitudes on the two sites of successive cells be multiplied by $\Lambda$. The site equations are $(E+\Delta)u=-t(1+\Lambda^{-1})v$ and $(E-\Delta)v=-t(1+\Lambda)u$. Their product gives
\begin{equation}
-W=t^2(2+\Lambda+\Lambda^{-1}).
\end{equation}
The decaying solution is $\Lambda=-e^{-\kappa a}$, for which the right side is $t^2(2-2\cosh\kappa a)=-4t^2\sinh^2(\kappa a/2)$. Thus
\begin{equation}
2\sinh(\kappa a/2)=\sqrt W/t .
\label{kappa}
\end{equation}

To obtain the contact from an infinite crystal, cut one bond and attach the metal. This perturbation acts on the sites at the cut. Dyson's equation gives $G=g+g\tau g$, with $\tau$ confined to those sites. For $m\ge1$, cell $m$ lies on or to the right of all of them, so each outer factor $g$ contributes one power $\Lambda^m$:
\begin{equation}
\mathrm{Tr}\,G_{mm}(z)=g(z)+R(z)\Lambda(z)^{2m}.
\label{structure}
\end{equation}
$R$ does not depend on $m$. At real $E$ in the gap $g$ and $\Lambda$ are real, so $A_0(m)=-\mathrm{Im}R\;e^{-2\kappa am}/\pi$.

\subsection{Where the floor takes over}

Setting $A_0(1)e^{-2\kappa a(m-1)}=F\eta$ gives
\begin{equation}
m_\times=1+\frac{1}{2\kappa a}\ln\frac{A_0(1)}{F\eta}.
\label{cross}
\end{equation}
Reducing $\eta$ tenfold moves this depth by only $\ln10/(2\kappa)$. It also has a price when the metal is a finite slab, with any parallel momentum sampled on a mesh: $\eta$ must then exceed the spacing of the sampled metal levels, or the continuum breaks into separate peaks.

\subsection{Why subtraction alone is not enough}

Subtracting the bulk value at the same $\eta$ leaves $D=-\mathrm{Im}[R\Lambda^{2m}]/\pi$, evaluated at $E+i\eta$. Its first-order change is $-\eta\,\mathrm{Re}[(R\Lambda^{2m})']/\pi$. Dividing by $A_0$ gives the relative error
\begin{equation}
\frac{D-A_0}{A_0}=\eta\,\frac{\mathrm{Re}\,R'+2m(\ln|\Lambda|)'\,\mathrm{Re}\,R}{\mathrm{Im}\,R}+O(\eta^2).
\label{suberr}
\end{equation}
Differentiating $4t^2\sinh^2(\kappa a/2)=W$ gives $2t^2\sinh(\kappa a)\,(\kappa a)'=-2E$, hence $(\ln|\Lambda|)'=E/(t^2\sinh\kappa a)$. Away from midgap the relative error therefore grows linearly with depth, unless $\mathrm{Re}\,R=0$. At midgap this growth is absent at first order.

\section{The extrapolation and the algorithm}

From the series (\ref{series}), one step gives
\begin{equation}
R_1(\eta)=2A(\eta)-A(2\eta)=A_0-2b\eta^2-6c\eta^3+\dots
\end{equation}
At doubled $\eta$ it is $R_1(2\eta)=A_0-8b\eta^2-48c\eta^3+\dots$ The quadratic term cancels in
\begin{equation}
R_2=\frac{4R_1(\eta)-R_1(2\eta)}3=\frac{8A(\eta)-6A(2\eta)+A(4\eta)}3=A_0+8c\eta^3+\dots
\label{R2}
\end{equation}
In the deep bulk $c=-F_3$, so the floor becomes $+6F_3\eta^3$ after one step and $-8F_3\eta^3$ after two. The second step does not improve the deep bulk, where there was no quadratic term to remove; it improves the region near the contact. An independent error of size $\delta$ in each input can grow to $(8+6+1)\delta/3=5\delta$ in $R_2$.

The procedure is as follows.
\begin{enumerate}
\item At $z=E+i\eta$, find the lead Green functions by decimation. For cells with matrix $h$, coupled to the right by $u$ and to the left by $u^\dagger$, start with $\epsilon_s=\epsilon=h$, $\mu=u$, $\nu=u^\dagger$. Eliminating every second cell, with $q=(z-\epsilon)^{-1}$, gives
\begin{align}
\epsilon_s&\to\epsilon_s+\mu q\nu, & \epsilon&\to\epsilon+\mu q\nu+\nu q\mu,\\
\mu&\to\mu q\mu, & \nu&\to\nu q\nu .
\end{align}
When $\mu$ and $\nu$ are negligible, $S=(z-\epsilon_s)^{-1}$ is the surface function and $(z-\epsilon)^{-1}$ the bulk one.
\item Let $\Sigma_1$ carry $t_c^2$ times the metal surface function on the first site. Eliminating the cells to the left one by one gives $\Sigma_{m+1}=u^\dagger(z-h-\Sigma_m)^{-1}u$, and then $G_{mm}=(z-h-\Sigma_m-uSu^\dagger)^{-1}$.
\item Repeat at $2\eta$ and $4\eta$. Subtract the bulk value at each $\eta$, then apply (\ref{R2}) to the differences.
\item Inspect the exponent $p=\log_2[A(2\eta)/A(\eta)]$ of the raw density. It is near 1 where the floor dominates and near 0 where a genuine density does. A value near 0 is not proof by itself: the tail of a sharp level at a distance $\sqrt2\,\eta$ from $E$ has $f(2\eta)=f(\eta)$ and also gives $p=0$. Repeating the test at a much smaller $\eta$ separates the two cases.
\end{enumerate}
Subtracting first removes $g(z)$ to all orders, by (\ref{structure}). What remains to be extrapolated is $R\Lambda^{2m}$, so the error decays with depth like the tail. Its size is set by the whole complex $R$, while the genuine density is set by $\mathrm{Im}\,R$ alone. The error is therefore small relative to the tail only when $\mathrm{Im}\,R$ is not small beside $\mathrm{Re}\,R$.

\section{A midgap contact in numbers}

Choose $\Delta=0.55$ eV, $t=1.2$ eV, $a=0.27$ nm, $E=-0.10$ eV, $\varepsilon_m=0.5$ eV, $t_m=2.0$ eV and $t_c=1.0$ eV. Then $W=0.3025-0.0100=0.2925$ eV$^2$ and $P=0.2925\times6.0525=1.770$ eV$^4$. Equation (\ref{F}) gives
\begin{equation}
F=\frac{1.503+0.054}{\pi}=0.4956\ \mathrm{eV^{-2}} .
\end{equation}
Equation (\ref{kappa}) gives $\kappa a=0.447$, so the density decays over $1/(2\kappa)=0.302$ nm. Averaging (\ref{floor}) over 4000 values of $k$ gives $F_3=1.036$ eV$^{-4}$.

The genuine density can also be found with no $\eta$ at all. In the metal, on sites $n\le0$, put $\psi_n=e^{ikn}+re^{-ikn}$ with $E=\varepsilon_m-2t_m\cos k$. The site equations then fix $r$ and the amplitudes in the semiconductor; here they were solved as a linear system for 60 cells. The states contribute $\int\frac{dk}{2\pi}|\psi_n|^2\delta(E-E_k)$, so
\begin{equation}
A_0=\sum_{n\in\text{cell}}\frac{|\psi_n|^2}{2\pi\,|dE/dk|},\qquad \frac{dE}{dk}=2t_m\sin k .
\end{equation}

In cell 1 the Green function gives 0.117563, 0.121302 and 0.128521 eV$^{-1}$ per spin at $\eta=10$, 20 and 40 meV. By (\ref{R2}),
\begin{equation}
R_2=\frac{0.940504-0.727812+0.128521}{3}=0.1137\ \mathrm{eV^{-1}},
\end{equation}
and the scattering state also gives 0.1137. The bulk values are 4.955, 9.904 and 19.759 in units of $10^{-3}$ eV$^{-1}$, close to doubling each time. Two steps reduce them to $-8.2\times10^{-6}$ eV$^{-1}$, against the predicted $-8F_3\eta^3=-8.3\times10^{-6}$.

The next table compares the genuine density from the scattering state with the raw density at 10 meV, and with the raw density after two steps. Densities are in eV$^{-1}$ per cell and spin.
\begin{center}
\begin{tabular}{rrllrl}
$m$ & $x$ (nm) & genuine & raw & $p$ & two steps\\
1 & 0.27 & $1.14\times10^{-1}$ & $1.18\times10^{-1}$ & 0.05 & $1.14\times10^{-1}$\\
4 & 1.08 & $7.78\times10^{-3}$ & $1.27\times10^{-2}$ & 0.47 & $7.78\times10^{-3}$\\
8 & 2.16 & $2.18\times10^{-4}$ & $5.17\times10^{-3}$ & 0.97 & $2.10\times10^{-4}$\\
12 & 3.24 & $6.10\times10^{-6}$ & $4.96\times10^{-3}$ & 1.00 & $-2.1\times10^{-6}$\\
24 & 6.48 & $1.34\times10^{-10}$ & $4.96\times10^{-3}$ & 1.00 & $-8.2\times10^{-6}$
\end{tabular}
\end{center}
Equation (\ref{cross}) places the crossover at $1+\ln(0.1137/0.004956)/0.894=4.5$ cells, or 1.2 nm. At equal parts the exponent is $\log_2(3/2)=0.58$, not one half, because it is measured over a doubling of $\eta$. A tenfold smaller $\eta$ would gain 0.70 nm. At cell 12 the two-step result is negative: the genuine $6.1\times10^{-6}$ has been overtaken by the cubic residue $-8.2\times10^{-6}$. A negative density of this kind shows that the useful range has already ended. The residue equals the tail where the sign changes, and it is already a tenth of the tail $\ln10/(2\kappa a)=2.6$ cells earlier.

Bulk subtraction extends that range. The errors below are relative to the genuine density.
\begin{center}
\begin{tabular}{rrr}
$m$ & subtracted, 10 meV & subtracted, two steps\\
1 & $-1.0\%$ & $0.006\%$\\
8 & $+0.3\%$ & $0.014\%$\\
24 & $+3.1\%$ & $0.027\%$
\end{tabular}
\end{center}
In cell 1 the slope $s$, taken from the density at $\eta=10^{-5}$ eV, is 0.387 eV$^{-2}$, below the bulk 0.496. The difference predicts an error of $(0.387-0.496)\times0.01/0.1137=-1.0\%$, as found. The error then rises by nearly 0.2\% per cell and changes sign on the way, in line with (\ref{suberr}). For this strongly coupled contact with flat bands, subtraction alone is thus adequate for a rough profile, while subtraction followed by extrapolation follows the tail over nearly nine decades, down to cell 24. A weak contact is less kind, because $\mathrm{Im}\,R$ falls as $t_c^2$ while $\mathrm{Re}\,R$ stays finite. At $t_c=0.1$ eV subtraction alone errs by $92\%$ already in cell 1, and subtraction with two steps errs by $-0.3\%$, $-4\%$ and $-28\%$ in cells 1, 8 and 24.

The floor also distorts integrated quantities. Let each chain occupy 0.15 nm$^2$ and count both spins. Summed over the first 20 nm (74 cells), the raw density at 10 meV is $7.4\times10^{14}$ eV$^{-1}$cm$^{-2}$; the genuine one is $2.6\times10^{14}$, and the subtracted and extrapolated one agrees with it to these digits. The false part is close to $74\times0.004955\times2/(0.15\ \mathrm{nm^2})=4.9\times10^{14}$ eV$^{-1}$cm$^{-2}$ and grows in proportion to the thickness included.

\section{The model beside a silicide on silicon}

The gap of 1.1 eV and a Fermi level near midgap are roughly those of a midgap silicide on silicon; the hoppings are model choices. The band-edge mass that follows, $\hbar^2\Delta/(t^2a^2)=0.40\,m_e$, lies between silicon's rough transverse and longitudinal electron masses, 0.2 and 0.9 $m_e$. Choosing $t$ to match those masses at fixed gap and $E$ changes the decay length to 0.42 and 0.20 nm. A large omission is parallel momentum, since the chain treats every $k_\parallel$ like the zone centre. Replacing $\Delta$ by $\Delta+w(2-\cos k_x-\cos k_y)$, with $w=\hbar^2/(0.40\,m_e\times0.15\ \mathrm{nm^2})$ and the metal unchanged, and averaging over a $16\times16$ mesh in one quadrant, multiplies the genuine sheet density by 0.13, to about $3\times10^{13}$ eV$^{-1}$cm$^{-2}$. At 2.16 nm the factor is 0.010. The chain's sheet density is thus far too high for a contact with such dispersion. These factors belong to the model dispersion, not to silicon, whose gap is indirect and whose conduction valleys on a (001) face mostly lie away from $k_\parallel=0$. The floor would also fall, by an amount not computed here.

Three smaller matters concern the meaning of $A_0$. At 300 K the bulk bands contribute $\int(-\partial f/\partial E')\rho(E')\,dE'=4\times10^{-8}$ eV$^{-1}$ per cell and spin, with $f$ the Fermi function centred at $E$ and $\rho$ the bulk density of states. This equals the induced density at 4.7 nm, beyond which the zero-temperature tail no longer dominates the thermal response. A depletion field of 0.1 MV/cm that lowers the levels with depth multiplies the density at 4.05 nm by 0.90. Finally, a Fermi-level shift of 0.1 eV charges the chain's induced states. Take the density as constant over the shift, the charge as a sheet one decay length from its counter-charge on the metal surface, and the relative permittivity as 11.7. The potential is then about 0.12 V, comparable with the shift itself, so in the chain the charge would have to be found self-consistently. With the $k_\parallel$-averaged density and the same decay length the estimate falls to 0.016 V. This is an overestimate, since the averaged charge lies nearer the metal: its centroid is 0.21 nm from the last metal site, against 0.36 nm in the chain. Both figures are rough: a bulk permittivity is used over a fraction of a nanometre, and the chain's sheet density changes by $+28\%$ and $-17\%$ when $E$ is lowered or raised by 0.1 eV.

\section{When the intercept misleads}

The method rests on the analytic expansion (\ref{series}), and it fails where that expansion does. A bound level at $E$ with weight $Z$ in the cell gives $G\approx Z/(i\eta)$ and $A\approx Z/(\pi\eta)$, so $p=-1$. If a metal band edge lies at $E$, the Green function can contain a term $(E+i\eta-E_{\rm edge})^{1/2}$, and a power $\eta^{1/2}$ appears that (\ref{R2}) does not cancel. The exponent at a single $\eta$ need not reveal this, since an ordinary crossover also passes through $p=1/2$. Lowering $\eta$ at fixed depth is more telling: $p$ then tends to 0 where there is a genuine density, but to $1/2$ where the square root is the leading term. Deep in the semiconductor, where the floor is large beside the tail, this limit appears only at a very small $\eta$. In a sum over a two-dimensional $k_\parallel$ this can happen along lines of momenta.

Depth sets a further limit even after subtraction. The factor $\Lambda(E+i\eta)^{2m}$ must vary slowly with $\eta$, which requires $2m\eta|(\ln|\Lambda|)'|\ll1$ and, from the next order, $m\eta^2|(\ln|\Lambda|)''|\ll1$.

Subtraction also relies on (\ref{structure}), which assumes one channel and a semiconductor with flat bands. In a sum over bands or $k_\parallel$, a slowly decaying channel for which the metal has no states at $E$ adds nothing to $A_0$. It still leaves a residue, which overtakes a faster genuine tail at depth. With band bending there is no single bulk value to subtract. In the field of 0.1 MV/cm, at $\eta=10$ meV, subtracting the flat-band bulk before the two steps errs by $16\%$ at cell 12 and by more than the tail at cell 15. Subtracting the bulk at the locally shifted energy errs by $0.6\%$ at cell 12, $8\%$ at cell 15, and by more than the tail at cell 20.

Last, an imaginary energy may be physical. Scattering by phonons or disorder gives electrons a finite lifetime and can put real density into the gap. Such a term belongs in $H$ as a self-energy and stays fixed while the numerical $\eta$ is extrapolated to zero. The intercept of the raw density then contains it, as it should. Bulk subtraction, however, also removes the real density that the broadening gives to the bulk itself. To keep that part, evaluate the bulk density directly at $\eta=0$, which the physical broadening permits, and add it back. Extrapolating the bulk density by the same two steps would not do: the extrapolation is linear, so the sum would be the raw two-step result again, with its cubic residue.
